**Counting and diagonalising multicomponent short-range order parameters**

For n species with fixed fractions c_i on a lattice of equal coordination, the Warren-Cowley parameters α_ij = 1 − P_ij/(c_i c_j) of one neighbour shell (P_ij the fraction of ordered i,j pairs) have n(n−1)/2 independent values, collected in the symmetric matrix At = Uᵀ D^(−1/2)(P − ccᵀ) D^(−1/2) U, with D = diag(c), U an orthonormal basis normal to √c, eigenvalues λ_s and modes φ_s. The program asserts this count by exact rational ranks and by singular-value ranks of counted fcc configurations for n = 2 to 5, together with (n−1)² for a directed vector, (n_A−1)(n_B−1) for two sublattices and n(n+1)/2−1 for an open cluster. It asserts the fcc bound −1/3 and its attainment by L1_0 and L1_2, the all-shell relation and λ = −1/(N−1) on a six-site ring, and non-commuting shells in the chain AAABBC. With pair energies V and β = 1/kT it asserts At = −βVt to first order (Vt the projection of V on the same basis) for a transfer-matrix ring and an enumerated tetrahedron, invariance under V_ij → V_ij + a_i + a_j, and At(m) = At(1)^m on the ring. For Monte Carlo samples of a ternary fcc model it asserts the mode correlations on the lattice, the spectrum of P_ij/c_i, independence of the host species, the Fourier relations and the energy formula. At 1000 K the output gives λ = −0.0791 and +0.0304 against first-order −0.1087 and +0.0297, and a short-range-order energy of about −4.9 meV/site.

## Numerical verification

```python
# Result under test: for n species with fixed fractions c_i on a lattice where all
# sites have equal coordination, alpha_ij = 1 - P_ij/(c_i c_j) (P_ij = fraction of
# ordered neighbour pairs i,j in a shell) obeys alpha_ij = alpha_ji and
# sum_j c_j alpha_ij = 0, leaving n(n-1)/2 free numbers. With Q = P - c c^T, D = diag(c),
# U an orthonormal basis normal to sqrt(c): At = U^T D^-1/2 Q D^-1/2 U has eigenvalues
# lam_s and modes phi_s(i) = (U w_s)_i/sqrt(c_i). V: pair energies (meV),
# W_ij = V_ii+V_jj-2V_ij, Vt = U^T D^1/2 V D^1/2 U, beta = 1/kT.
import itertools, math, random
import numpy as np, sympy as sp
from scipy.linalg import eigh
from scipy.constants import k as kB, e as qe, N_A

def basis(c):
    n = len(c)
    q, r = np.linalg.qr(np.column_stack([np.sqrt(c), np.eye(n)[:, :n-1]]))
    return (q*np.sign(np.diag(r)))[:, 1:]
def alpha(P, c): return 1 - P/np.outer(c, c)
def reduced(P, c):
    U = basis(c)
    return U.T @ ((P - np.outer(c, c))/np.sqrt(np.outer(c, c))) @ U
def modes(M, c):
    lam, w = np.linalg.eigh(M)
    phi = (basis(c) @ w/np.sqrt(c)[:, None]).T
    sg = np.array([np.sign(p[np.argmax(abs(p))]) for p in phi])
    return lam, phi*sg[:, None], w*sg
def pairs(s, a, b, n): return np.bincount(s[a]*n + s[b], minlength=n*n).reshape(n, n)/len(a)
def fmt(x, d=4): return " ".join(f"{v:+.{d}f}" for v in np.ravel(x))
def rank(X):
    sv = np.linalg.svd(np.array(X) - np.mean(X, axis=0), compute_uv=False)
    r = int((sv > 1e-10*sv[0]).sum())
    assert sv[r-1] > 1e-3*sv[0]      # clear gap between signal and round-off
    return r

# fcc shells as integer vectors in the primitive basis
vec = {2: [], 4: [], 6: []}
for v in itertools.product(range(-2, 3), repeat=3):
    r2 = (v[1]+v[2])**2 + (v[0]+v[2])**2 + (v[0]+v[1])**2
    if r2 in vec: vec[r2].append(v)
shells = [np.array(vec[r]) for r in (2, 4, 6)]
assert [len(s) for s in shells] == [12, 6, 24]
def lattice(L):
    g = np.array(list(itertools.product(range(L), repeat=3)))
    nb, inside = [], []
    for sh in shells:
        t = g[:, None, :] + sh[None]
        inside.append(((t >= 0) & (t < L)).all(2)); t = t % L
        nb.append((t[..., 0]*L + t[..., 1])*L + t[..., 2])
    return g, nb, inside
def bonds(nb): return np.repeat(np.arange(len(nb)), nb.shape[1]), nb.ravel()

# exact rank of the constraints, and rank of counted configurations
rng = np.random.default_rng(1)
g6, nb6, in6 = lattice(6); N6 = 216
b6 = [bonds(x) for x in nb6]; keep = in6[0].ravel()
print("n | exact: shell, directed | sampled: shell, 3 shells, directed, open cluster")
for cnt in ([130, 86], [108, 65, 43], [80, 60, 46, 30], [70, 55, 40, 30, 21]):
    n = len(cnt); cr = [sp.Rational(x, N6) for x in cnt]; c = np.array(cnt)/N6
    a = sp.Matrix(n, n, lambda i, j: sp.Symbol(f"a{i}{j}")); cv = sp.Matrix(cr)
    sym = [a[i, j]-a[j, i] for i in range(n) for j in range(i)]
    free = lambda eq: n*n - sp.Matrix(eq).jacobian(list(a)).rank()
    ex, exd = free(sym + list(a*cv)), free(list(a*cv) + list(a.T*cv))
    X, Xd, Xo = [], [], []
    for _ in range(200):
        s = rng.permutation(np.repeat(np.arange(n), cnt))
        X.append([alpha(pairs(s, *b, n), c).ravel() for b in b6])
        Xd.append(alpha(pairs(s, np.arange(N6), nb6[0][:, 0], n), c).ravel())
        Xo.append(alpha(pairs(s, b6[0][0][keep], b6[0][1][keep], n), c).ravel())
    X = np.array(X); d = n*(n-1)//2
    got = [rank(X[:, 0]), rank(X.reshape(200, -1)), rank(Xd), rank(Xo)]
    assert ex == d and exd == (n-1)**2 and rank(X[:, 1]) == d and rank(X[:, 2]) == d
    assert got == [d, 3*d, (n-1)**2, n*(n+1)//2 - 1]
    assert abs(np.array(Xo).reshape(-1, n, n) @ c).max() > 1e-3
    print(n, "|", ex, exd, "|", *got)
even = (g6[:, 0] + g6[:, 1]) % 2 == 0
cross = even[b6[0][0]] & ~even[b6[0][1]]; Xs = []
for _ in range(100):
    s = np.empty(N6, int)
    s[even] = rng.permutation(np.repeat([0, 1, 2], [50, 38, 20]))
    s[~even] = rng.permutation(np.repeat([3, 4, 5, 6], [40, 30, 22, 16]))
    Xs.append(pairs(s, b6[0][0][cross], b6[0][1][cross], 7).ravel())
assert rank(Xs) == (3-1)*(4-1)
print("two sublattices, nA=3, nB=4: sampled rank", rank(Xs))

# binary limit and fcc lower bound
kk = 2*np.pi*np.array(list(itertools.product(range(24), repeat=3)))/24
gmin = np.cos(kk @ shells[0].T).mean(1).min(); assert abs(gmin + 1/3) < 1e-12
print(f"min of fcc first-shell gamma(k): {gmin:.6f}")
for name, s in (("L1_0", even*1), ("L1_2", (even & ((g6[:, 0]+g6[:, 2]) % 2 == 0))*1)):
    c = np.bincount(s)/N6; P = pairs(s, *b6[0], 2); l = reduced(P, c)[0, 0]
    assert abs(l - alpha(P, c)[0, 1]) < 1e-12 and abs(l - gmin) < 1e-12
    print(f"{name}: c_minor {c.min():.2f}, lambda(1) = alpha_AB = {l:.6f}")

# six-site ring: non-commuting shells, and the random finite-cell value
c6 = np.array([3, 2, 1])/6; i6 = np.arange(6)
def ring6(s, m): return pairs(np.array(s), np.r_[i6, i6], np.r_[(i6+m) % 6, (i6-m) % 6], 3)
seq = (0, 0, 0, 1, 1, 2)
A1, A2 = reduced(ring6(seq, 1), c6), reduced(ring6(seq, 2), c6)
com = np.linalg.norm(A1@A2 - A2@A1); assert com > 1e-2
assert np.allclose(np.eye(2) + 2*A1 + 2*A2 + reduced(ring6(seq, 3), c6), 0, atol=1e-12)
for m in (1, 2):
    Tm = ring6(seq, m)/c6[:, None]
    print(f"AAABBC chain T({m}) rows:", fmt(Tm))
print(f"AAABBC chain |[At(1),At(2)]| = {com:.5f}")
Ar = reduced(np.mean([ring6(p, 1) for p in set(itertools.permutations(seq))], 0), c6)
assert np.allclose(Ar, -np.eye(2)/5, atol=1e-12)
print("random N=6 ring, lambda:", fmt(np.linalg.eigvalsh(Ar)))

# model
c = np.array([0.5, 0.3, 0.2]); iu = np.triu_indices(3, 1)
V = np.array([[0., -20, -10], [-20, 0, 10], [-10, 10, 0]])
W = np.diag(V)[:, None] + np.diag(V)[None] - 2*V
T = 1000.0; kT = kB*T/qe*1e3; U = basis(c)
Vt = U.T @ (V*np.sqrt(np.outer(c, c))) @ U

def chain(Vm, beta, m, N=200):   # ring, fugacities tuned to composition c
    y = c.copy(); mp = np.linalg.matrix_power
    for _ in range(300):
        M = np.exp(-beta*Vm)*np.sqrt(np.outer(y, y)); M /= np.linalg.norm(M, 2)
        Z = mp(M, N); cur = np.diag(Z)/np.trace(Z); y = y*c/cur; y /= y.sum()
    assert abs(cur - c).max() < 1e-13
    return mp(M, m)*mp(M, N-m).T/np.trace(Z)
st = np.array(list(itertools.product(range(3), repeat=4)))
def tetra(Vm, beta):             # all 81 states of a tetrahedron
    E = sum(Vm[st[:, a], st[:, b]] for a, b in itertools.combinations(range(4), 2))
    y = c.copy()
    for _ in range(300):
        w = np.exp(-beta*E)*y[st].prod(1); w /= w.sum()
        cur = np.bincount(st[:, 0], w, 3); y = y*c/cur; y /= y.sum()
    assert abs(cur - c).max() < 1e-13
    return np.bincount(st[:, 0]*3 + st[:, 1], w, 9).reshape(3, 3)
for name, f in (("chain", lambda b: chain(V, b, 1)), ("tetrahedron", lambda b: tetra(V, b))):
    er = [np.linalg.norm(reduced(f(b), c) + b*Vt) for b in (2e-4, 1e-4)]
    assert er[0] < 0.02*2e-4*np.linalg.norm(Vt) and abs(er[0]/er[1] - 4) < 0.2
    print(f"{name}: first-order error ratio on halving beta {er[0]/er[1]:.3f}")
Tc = 300.0; bc = qe*1e-3/(kB*Tc); sh = np.array([15., -5., 8.])
assert np.allclose(chain(V + sh[:, None] + sh[None], bc, 1), chain(V, bc, 1), atol=1e-11)
assert np.allclose(tetra(V + sh[:, None] + sh[None], 1/kT), tetra(V, 1/kT), atol=1e-11)
C1 = reduced(chain(V, bc, 1), c)
for m in (1, 2, 3):
    Cm = reduced(chain(V, bc, m), c)
    assert np.allclose(Cm, np.linalg.matrix_power(C1, m), atol=1e-11)
    print(f"chain at {Tc:.0f} K, lambda({m}):", fmt(np.linalg.eigvalsh(Cm), 5))

# canonical swap Monte Carlo on fcc
L = 10; N = L**3; g, nb, _ = lattice(L); b1, b2 = bonds(nb[0]), bonds(nb[1])
s = list(map(int, rng.permutation(np.repeat([0, 1, 2], np.rint(c*N).astype(int)))))
nl = nb[0].tolist(); ns = [set(x) for x in nl]; Wl = W.tolist()
dV = [[(V[q] - V[p]).tolist() for q in range(3)] for p in range(3)]
direct = lambda x: 0.5*V[np.array(x)[b1[0]], np.array(x)[b1[1]]].sum()
E = direct(s); random.seed(7); rnd = random.random; snaps, Es = [], []
neq, npr = 100, 400
for sweep in range(neq + npr):
    for _ in range(N):
        a = int(rnd()*N); b = int(rnd()*N); p = s[a]; q = s[b]
        if p == q: continue
        row = dV[p][q]; dE = 0.0
        for j in nl[a]: dE += row[s[j]]
        for j in nl[b]: dE -= row[s[j]]
        if b in ns[a]: dE -= Wl[p][q]
        if dE <= 0 or rnd() < math.exp(-dE/kT):
            s[a] = q; s[b] = p; E += dE
    if sweep >= neq: snaps.append(s[:]); Es.append(E/N)
assert abs(E - direct(s)) < 1e-6
snaps = np.array(snaps)
P1s = np.array([pairs(x, *b1, 3) for x in snaps]); P1 = P1s.mean(0)
P2 = np.mean([pairs(x, *b2, 3) for x in snaps], 0)
al1, al2 = alpha(P1, c), alpha(P2, c)
for al in (al1, al2):
    off = al - np.diag(np.diag(al))
    assert np.allclose(al, al.T, atol=1e-12) and np.allclose(np.diag(al), -off@c/c, atol=1e-12)
At = reduced(P1, c); lam, phi, w = modes(At, c)
assert np.allclose(phi@c, 0, atol=1e-12) and np.allclose((phi*c)@phi.T, np.eye(2), atol=1e-12)
F = phi[:, snaps]                                 # mode fields on the lattice
corr = np.array([[(F[u][:, b1[0]]*F[v][:, b1[1]]).mean() for v in (0, 1)] for u in (0, 1)])
assert np.allclose(corr, np.diag(lam), atol=1e-10)
assert np.allclose(-(phi.T*lam)@phi, al1, atol=1e-12)
tr = ((c[:, None] + c[None])*al1)[iu].sum(); assert abs(tr - lam.sum()) < 1e-12
evT = np.sort(np.linalg.eigvals(P1/c[:, None]).real)
assert np.allclose(evT, np.r_[lam, 1], atol=1e-12)
Q, C0 = P1 - np.outer(c, c), np.diag(c) - np.outer(c, c)
for host in range(3):
    ix = np.ix_(*[[i for i in range(3) if i != host]]*2)
    assert np.allclose(eigh(Q[ix], C0[ix], eigvals_only=True), lam, atol=1e-12)
Fk = np.fft.fftn(F.reshape(2, npr, L, L, L), axes=(2, 3, 4)).reshape(2, npr, N)
S = np.einsum("uxk,vxk->kuv", Fk, Fk.conj())/(npr*N)
gam = [np.cos(2*np.pi*g @ x.T/L).mean(1) for x in shells[:2]]
assert abs(S[0]).max() < 1e-12 and np.allclose(S.mean(0), np.eye(2), atol=1e-10)
assert np.allclose((S*gam[0][:, None, None]).mean(0), np.diag(lam), atol=1e-10)
A2m = w.T @ reduced(P2, c) @ w
assert np.allclose((S*gam[1][:, None, None]).mean(0), A2m, atol=1e-10)
assert lam.min() > gmin and lam.max() < 1
Erand = 6*c@V@c; dEf = 6*(np.outer(c, c)*al1*W)[iu].sum()
assert abs(np.mean(Es) - Erand - dEf) < 1e-8
blk = P1s.reshape(10, -1, 3, 3).mean(1)
elam = np.std([np.linalg.eigvalsh(reduced(x, c)) for x in blk], 0, ddof=1)/np.sqrt(10)
eal = np.std([alpha(x, c)[iu] for x in blk], 0, ddof=1)/np.sqrt(10)
lam0, phi0, w0 = modes(-Vt/kT, c); ov = abs(w[:, 0]@w0[:, 0])
# next order on fcc (4 triangles per bond) is about 4|lam| ~ 0.4 relative
assert (abs(lam - lam0) < 0.5*abs(lam0)).all() and ov > 0.97
ang = lambda x: math.degrees(math.atan(x[1, 0]/x[0, 0]))

print("c (A B C):", fmt(c, 2)); print("V AB AC BC (meV):", fmt(V[iu], 1))
print("W AB AC BC (meV):", fmt(W[iu], 1))
print(f"T {T:.0f} K, kT {kT:.3f} meV, N {N}, sweeps {neq}+{npr}, -1/(N-1) {-1/(N-1):.4f}")
print("basis function 1 (A B C):", fmt(U[:, 0]/np.sqrt(c)))
print("basis function 2 (A B C):", fmt(U[:, 1]/np.sqrt(c)))
print("Vt 11 12 22 (meV):", fmt(Vt[np.triu_indices(2)], 3))
print("Vt eigenvalues (meV):", fmt(np.linalg.eigvalsh(Vt), 3))
print("first order lambda:", fmt(lam0), f"| angle {ang(w0):.2f} deg")
print("first order phi_1:", fmt(phi0[0], 3), "| phi_2:", fmt(phi0[1], 3))
print("first order alpha AB AC BC:", fmt((-(phi0.T*lam0)@phi0)[iu]))
print("MC P(1) AA BB CC:", fmt(np.diag(P1), 5), "| AB AC BC:", fmt(P1[iu], 5))
print("MC alpha(1) AB AC BC:", fmt(al1[iu]), "| err", fmt(eal))
print("MC alpha(1) AA BB CC:", fmt(np.diag(al1)))
print("MC At(1) 11 12 22:", fmt(At[np.triu_indices(2)]))
print("MC lambda(1):", fmt(lam), "| err", fmt(elam), f"| angle {ang(w):.2f} deg")
print("MC phi_1:", fmt(phi[0], 3), "| phi_2:", fmt(phi[1], 3))
print(f"MC trace from alpha {tr:+.4f}; overlap with first-order mode {ov:.4f}")
print("MC eigenvalues of T(1):", fmt(evT))
print("MC alpha(2) AB AC BC:", fmt(al2[iu]), "| AA BB CC:", fmt(np.diag(al2)))
print("MC At(2) in shell-1 modes 11 12 22:", fmt(A2m[np.triu_indices(2)]))
print("MC lambda(2):", fmt(np.linalg.eigvalsh(A2m)))
print(f"E random {Erand:.3f} meV/site, MC mean E {np.mean(Es):.3f} meV/site")
print(f"SRO energy {dEf:.3f} meV/site = {dEf*1e-6*qe*N_A:.4f} kJ/mol")
print("done: every assertion held")
```

Running it gives:

```
n | exact: shell, directed | sampled: shell, 3 shells, directed, open cluster
2 | 1 1 | 1 3 1 2
3 | 3 4 | 3 9 4 5
4 | 6 9 | 6 18 9 9
5 | 10 16 | 10 30 16 14
two sublattices, nA=3, nB=4: sampled rank 6
min of fcc first-shell gamma(k): -0.333333
L1_0: c_minor 0.50, lambda(1) = alpha_AB = -0.333333
L1_2: c_minor 0.25, lambda(1) = alpha_AB = -0.333333
AAABBC chain T(1) rows: +0.6667 +0.1667 +0.1667 +0.2500 +0.5000 +0.2500 +0.5000 +0.5000 +0.0000
AAABBC chain T(2) rows: +0.3333 +0.5000 +0.1667 +0.7500 +0.0000 +0.2500 +0.5000 +0.5000 +0.0000
AAABBC chain |[At(1),At(2)]| = 0.11785
random N=6 ring, lambda: -0.2000 -0.2000
chain: first-order error ratio on halving beta 4.000
tetrahedron: first-order error ratio on halving beta 3.997
chain at 300 K, lambda(1): -0.34349 +0.07750
chain at 300 K, lambda(2): +0.00601 +0.11799
chain at 300 K, lambda(3): -0.04053 +0.00047
c (A B C): +0.50 +0.30 +0.20
V AB AC BC (meV): -20.0 -10.0 +10.0
W AB AC BC (meV): +40.0 +20.0 -20.0
T 1000 K, kT 86.173 meV, N 1000, sweeps 100+400, -1/(N-1) -0.0010
basis function 1 (A B C): +1.0000 -1.0000 -1.0000
basis function 2 (A B C): -0.0000 +1.1547 -1.7321
Vt 11 12 22 (meV): +9.200 -1.386 -2.400
Vt eigenvalues (meV): -2.563 +9.363
first order lambda: -0.1087 +0.0297 | angle -6.72 deg
first order phi_1: -0.993 +1.128 +0.791 | phi_2: -0.117 -1.030 +1.837
first order alpha AB AC BC: -0.1253 -0.0789 +0.1532
MC P(1) AA BB CC: +0.23070 +0.08350 +0.04232 | AB AC BC: +0.16406 +0.10524 +0.05245
MC alpha(1) AB AC BC: -0.0937 -0.0524 +0.1259 | err +0.0009 +0.0009 +0.0010
MC alpha(1) AA BB CC: +0.0772 +0.0722 -0.0579
MC At(1) 11 12 22: -0.0772 +0.0143 +0.0285
MC lambda(1): -0.0791 +0.0304 | err +0.0006 +0.0004 | angle -7.58 deg
MC phi_1: -0.991 +1.144 +0.763 | phi_2: -0.132 -1.013 +1.849
MC trace from alpha -0.0487; overlap with first-order mode 0.9999
MC eigenvalues of T(1): -0.0791 +0.0304 +1.0000
MC alpha(2) AB AC BC: +0.0338 +0.0219 -0.0175 | AA BB CC: -0.0290 -0.0446 -0.0284
MC At(2) in shell-1 modes 11 12 22: +0.0297 -0.0008 +0.0039
MC lambda(2): +0.0039 +0.0297
E random -40.800 meV/site, MC mean E -45.709 meV/site
SRO energy -4.909 meV/site = -0.4736 kJ/mol
done: every assertion held
```
